# Double octahedral group: character table and reduction of j=1/2 to 9/2

## Question

I want to know how a level with half-integer $j$ splits at a site of cubic symmetry. I took the characters of $j=5/2$ for the rotations of the cube and tried to reduce them with the ordinary table of the group $O$ (24 rotations). The identity gives 6, the quarter turns give $-\sqrt2$, and all other classes give 0. For the trivial representation I then get

$$\frac{1}{24}\left(6-6\sqrt2\right)\approx-0.10,$$

which cannot be a multiplicity. If I call the quarter turn a turn by $450^\circ$ instead of $90^\circ$, its character even changes sign.

I have read that the cure is a "double group" with 48 elements, and that $j=5/2$ then gives $\Gamma_7+\Gamma_8$. How is its character table built? Why does it have eight classes, and not ten, if every rotation is doubled? How do $j=1/2$ to $9/2$ reduce, and what does this say about a real level scheme, such as one $d$ electron with spin-orbit coupling?

## Answer

Your two symptoms have one cause. For half-integer $j$ a turn by $2\pi$ acts as $-1$, so the rotation matrices do not represent $O$. They represent a larger group, in which a turn by $90^\circ$ and a turn by $450^\circ$ are different elements.

### The 48 elements

A turn by $\alpha$ about the unit vector $\mathbf n$ acts on spin 1/2 as

$$u(\mathbf n,\alpha)=e^{-i\alpha\,\mathbf n\cdot\boldsymbol\sigma/2}=\cos\frac\alpha2-i\sin\frac\alpha2\;\mathbf n\cdot\boldsymbol\sigma .$$

Replacing $\alpha$ by $\alpha+2\pi$ changes $u$ into $-u$, so each rotation has two lifts, $u$ and $-u$. The product of two lifts is a lift of the product, so the 48 matrices over the 24 rotations form a group, $O'$. It is not $O_h$, which also has 48 elements but contains inversion; the double group of $O_h$ has 96. Since inversion commutes with all rotations, it only adds a parity label, common to all states of a multiplet of definite parity.

### Why there are eight classes

The classes of $O$ are $E$, $8C_3$, $3C_2$ (half turns about the cube axes), $6C_4$ and $6C_2'$ (half turns about axes such as $[110]$). Conjugate elements of $O'$ lie over conjugate rotations. Over each class of $O$ there is therefore one class of doubled size if $u$ and $-u$ are conjugate, and there are two classes if they are not.

The trace of $u$ is $2\cos(\alpha/2)$, and conjugation preserves it. If $\alpha\neq\pi$, the traces of $u$ and $-u$ are opposite and nonzero, so the two are not conjugate. Thus $E$, $C_3$ and $C_4$ each give two classes.

For a half turn, $u=-i\,\mathbf n\cdot\boldsymbol\sigma$ has trace zero and the trace decides nothing. Take a second half turn $v=-i\,\mathbf m\cdot\boldsymbol\sigma$ with $\mathbf m\perp\mathbf n$. Then $\mathbf m\cdot\boldsymbol\sigma$ and $\mathbf n\cdot\boldsymbol\sigma$ anticommute, $(\mathbf m\cdot\boldsymbol\sigma)^2=1$, and $v^{-1}=i\,\mathbf m\cdot\boldsymbol\sigma$, so

$$vuv^{-1}=(-i)(-i)(i)\,(\mathbf m\cdot\boldsymbol\sigma)(\mathbf n\cdot\boldsymbol\sigma)(\mathbf m\cdot\boldsymbol\sigma)=(-i)(-\mathbf n\cdot\boldsymbol\sigma)=-u .$$

Such an $\mathbf m$ exists in both cases: $x$ is perpendicular to $z$, and $z$ is perpendicular to $[110]$. Hence $C_2$ and $C_2'$ each stay one class, now with 6 and 12 elements. With a bar for multiplication by $-1$, the eight classes are

$$E,\ \bar E,\ 8C_3,\ 8\bar C_3,\ 6C_2,\ 6C_4,\ 6\bar C_4,\ 12C_2' .$$

The number of irreducible representations equals the number of classes, so there are eight.

### The five single-valued rows

The element $-1$ commutes with everything and has square 1, so by Schur's lemma it is $+1$ or $-1$ in each irreducible representation. Where it is $+1$, we have a representation of $O$ itself. There are five, one for each class of $O$.

- $\Gamma_1$ is trivial.
- $\Gamma_2$ is the sign of the permutation of the four body diagonals. $C_3$ is a 3-cycle (even), $C_2$ a double exchange (even), $C_4$ a 4-cycle (odd), $C_2'$ a single exchange (odd).
- $\Gamma_3$ comes from permuting the three cube axes. The classes $E,C_3,C_2,C_4,C_2'$ leave $3,0,3,1,1$ axes in place. Subtracting the trivial representation gives $2,-1,2,0,0$.
- $\Gamma_4$ is the vector, with character $1+2\cos\alpha$: $3,0,-1,1,-1$.
- $\Gamma_5=\Gamma_2\times\Gamma_4$.

A character belongs to an irreducible representation if its squares, summed over the group, give the group order. In $O$ the sums are $4+8+3\cdot4=24$ for $\Gamma_3$ and $9+3+6+6=24$ for $\Gamma_4$. Multiplication by the signs of $\Gamma_2$ does not change the sum, so $\Gamma_5$ passes too.

### The three double-valued rows

The squared dimensions of all eight must sum to 48. The first five use $1+1+4+9+9=24$, which leaves 24 for the other three.

The first is spin 1/2 itself, $\Gamma_6$, with character $2\cos(\alpha/2)$. Its squares sum to $4+4+8+8+12+12=48$, so it is irreducible. Multiplying by $\Gamma_2$ flips the sign on $C_4$ and $\bar C_4$ and gives a different irreducible representation, $\Gamma_7$. The product $\Gamma_8=\Gamma_3\times\Gamma_6$ has characters $4,-4,-1,1,0,0,0,0$, whose squares sum to $16+16+8+8=48$, so it is irreducible as well. The squared dimensions $4+4+16=24$ use up what was left, and the table is complete:

| | $E$ | $\bar E$ | $8C_3$ | $8\bar C_3$ | $6C_2$ | $6C_4$ | $6\bar C_4$ | $12C_2'$ |
|---|---|---|---|---|---|---|---|---|
| $\Gamma_1$ | 1 | 1 | 1 | 1 | 1 | 1 | 1 | 1 |
| $\Gamma_2$ | 1 | 1 | 1 | 1 | 1 | −1 | −1 | −1 |
| $\Gamma_3$ | 2 | 2 | −1 | −1 | 2 | 0 | 0 | 0 |
| $\Gamma_4$ | 3 | 3 | 0 | 0 | −1 | 1 | 1 | −1 |
| $\Gamma_5$ | 3 | 3 | 0 | 0 | −1 | −1 | −1 | 1 |
| $\Gamma_6$ | 2 | −2 | 1 | −1 | 0 | $\sqrt2$ | $-\sqrt2$ | 0 |
| $\Gamma_7$ | 2 | −2 | 1 | −1 | 0 | $-\sqrt2$ | $\sqrt2$ | 0 |
| $\Gamma_8$ | 4 | −4 | −1 | 1 | 0 | 0 | 0 | 0 |

### Characters of a $j$ multiplet

With the quantization axis along $\mathbf n$, $\chi_j(\alpha)=\sum_{m=-j}^{j}e^{-im\alpha}$. Multiply by $2i\sin(\alpha/2)=e^{i\alpha/2}-e^{-i\alpha/2}$. Neighbouring terms cancel and the two ends remain:

$$2i\sin\frac\alpha2\,\chi_j=\sum_m\left[e^{-i(m-\frac12)\alpha}-e^{-i(m+\frac12)\alpha}\right]=e^{i(j+\frac12)\alpha}-e^{-i(j+\frac12)\alpha},$$

$$\chi_j(\alpha)=\frac{\sin\left[(2j+1)\alpha/2\right]}{\sin(\alpha/2)} .$$

At $\alpha=0$ the sum is $2j+1$. At $\alpha=2\pi$ each term is $(-1)^{2j}$, so the sum is $(-1)^{2j}(2j+1)$.

Let $j$ be half-integer and write $N=2j+1$, which is even. For half turns $\chi_j=\sin(N\pi/2)=0$. The two other values needed are

$$a=\chi_j(C_3)=\frac{\sin(60^\circ N)}{\sin60^\circ},\qquad b=\chi_j(C_4)=\frac{\sin(45^\circ N)}{\sin45^\circ},$$

and barred classes have the opposite sign.

### The reduction

All characters are real, so the multiplicity of $\Gamma$ is

$$n_\Gamma=\frac1{48}\sum_C|C|\,\chi_\Gamma(C)\,\chi_j(C).$$

For $j=5/2$ we have $N=6$, $a=0$, $b=-\sqrt2$. In the class order of the table,

$$n_7=\tfrac1{48}(12+12+0+0+0+12+12+0)=1,$$

$$n_8=\tfrac1{48}(24+24)=1,\qquad n_6=\tfrac1{48}(12+12-12-12)=0 .$$

So $j=5/2$ gives $\Gamma_7+\Gamma_8$, a doublet and a quartet.

For $\Gamma_1$ to $\Gamma_5$, barred and unbarred terms cancel, so these never occur for half-integer $j$. For $\Gamma_6$ to $\Gamma_8$ both factors change sign under the bar, so the two terms are equal and the sum can be halved:

$$n_{6}=\frac{2N+8a+6\sqrt2\,b}{24},\quad n_{7}=\frac{2N+8a-6\sqrt2\,b}{24},\quad n_8=\frac{4N-8a}{24}.$$

| $j$ | $N$ | $a$ | $b$ | $24n_6$ | $24n_7$ | $24n_8$ | result |
|---|---|---|---|---|---|---|---|
| 1/2 | 2 | 1 | $\sqrt2$ | 24 | 0 | 0 | $\Gamma_6$ |
| 3/2 | 4 | −1 | 0 | 0 | 0 | 24 | $\Gamma_8$ |
| 5/2 | 6 | 0 | $-\sqrt2$ | 0 | 24 | 24 | $\Gamma_7+\Gamma_8$ |
| 7/2 | 8 | 1 | 0 | 24 | 24 | 24 | $\Gamma_6+\Gamma_7+\Gamma_8$ |
| 9/2 | 10 | −1 | $\sqrt2$ | 24 | 0 | 48 | $\Gamma_6+2\Gamma_8$ |

A field with all 24 rotations of $O$ therefore cannot split $j=3/2$. (With only the 12 rotations of the smaller cubic group $T$, $\Gamma_8$ breaks into two doublets, and it is time-reversal symmetry that keeps them degenerate.) A field of symmetry $O$ can split $j=5/2$ into two levels at most. Symmetry fixes neither their order nor their distance; those need a Hamiltonian.

### One $d$ electron

Take $l=2$, $s=1/2$, with $\mathbf L$ and $\mathbf S$ in units of $\hbar$, and the model

$$H=\Delta\left(P_e-\tfrac25\right)+\zeta\,\mathbf L\cdot\mathbf S,\qquad \Delta,\zeta>0 .$$

Here $P_e$ projects on the two $e$ orbitals. They lie at $3\Delta/5$ and the three $t_2$ orbitals at $-2\Delta/5$, so the mean field energy is zero. The choice $\Delta>0$ is the case of six negative neighbours at the corners of an octahedron. For negative point charges at the corners of a cube or a tetrahedron, $e$ lies below $t_2$ and $\Delta<0$; the exact energy formulas below still hold, but in a weak field $\Gamma_7$ then lies above the $\Gamma_8$ of $j=5/2$. The $l=2$ characters on $E,C_3,C_2,C_4,C_2'$ are $5,-1,1,-1,1$, which is $\Gamma_3+\Gamma_5$; $e$ is $\Gamma_3$ and $t_2$ is $\Gamma_5$.

Now include spin. By construction $e$ gives $\Gamma_3\times\Gamma_6=\Gamma_8$. For $t_2$, the characters of $\Gamma_5\times\Gamma_6$ are $6,-6,0,0,0,-\sqrt2,\sqrt2,0$. These are the characters of $j=5/2$, so $t_2$ gives $\Gamma_7+\Gamma_8$. Counting by $j$ instead, $5/2$ gives $\Gamma_7+\Gamma_8$ and $3/2$ gives $\Gamma_8$. Both counts yield $\Gamma_7+2\Gamma_8$ for the ten states.

From $\mathbf L\cdot\mathbf S=\frac12[j(j+1)-l(l+1)-s(s+1)]$, the spin-orbit energies are

$$j=\tfrac52:\ \tfrac\zeta2\left(\tfrac{35}4-6-\tfrac34\right)=\zeta,\qquad j=\tfrac32:\ \tfrac\zeta2\left(\tfrac{15}4-6-\tfrac34\right)=-\tfrac{3\zeta}2 .$$

**The $\Gamma_7$ level.** There is just one $\Gamma_7$ doublet, so it lies wholly in $t_2$ and also wholly in $j=5/2$. It is an eigenspace of both parts of $H$:

$$E(\Gamma_7)=\zeta-\tfrac25\Delta .$$

**The $\Gamma_8$ levels.** There are two $\Gamma_8$ quartets, one from $t_2$ and one from $e$. By Schur's lemma, $H$ acts on matched partners as one $2\times2$ matrix, repeated four times. Its spin-orbit part follows from three facts:

1. The $e$ diagonal element is zero. $\mathbf L$ transforms as $\Gamma_4$, while $\Gamma_3\times\Gamma_3$ has characters $4,1,4,0,0$ on the classes of $O$, which is $\Gamma_1+\Gamma_2+\Gamma_3$. It contains no $\Gamma_4$, so $\mathbf L$ has no matrix elements within $e$.
2. The eigenvalues are $\zeta$ and $-3\zeta/2$, because each $j$ contains one $\Gamma_8$. The trace is $-\zeta/2$, and this is the $t_2$ diagonal element.
3. The determinant is $-3\zeta^2/2=0\cdot(-\zeta/2)-|w|^2$, so the coupling obeys $|w|^2=3\zeta^2/2$.

Adding the field energies gives

$$H_8=\begin{pmatrix}-\frac25\Delta-\frac12\zeta & w\\ w^* & \frac35\Delta\end{pmatrix}.$$

The diagonal elements have sum $\Delta/5-\zeta/2$ and difference $\Delta+\zeta/2$, and $4|w|^2=6\zeta^2$. Therefore

$$E_\pm(\Gamma_8)=\frac12\left[\frac\Delta5-\frac\zeta2\pm\sqrt{\left(\Delta+\frac\zeta2\right)^2+6\zeta^2}\,\right].$$

**Weak field, $\Delta\ll\zeta$.** The radicand is $\frac{25}4\zeta^2+\Delta\zeta+\Delta^2$, and to first order its root is $\frac52\zeta+\frac15\Delta$. Then $E_+\approx\zeta+\Delta/5$ and $E_-\approx-3\zeta/2$. The $j=5/2$ level splits by $3\Delta/5$ with $\Gamma_8$ above $\Gamma_7$, and $j=3/2$ does not move to this order.

**Strong field, $\zeta\ll\Delta$.** To first order in $\zeta$ the root is $\Delta+\zeta/2$. Then $E_-\approx-\frac25\Delta-\frac12\zeta$ and $E_+\approx\frac35\Delta$. The $t_2$ level splits by $3\zeta/2$ with $\Gamma_7$ above $\Gamma_8$, and $e$ does not move to this order.

### Numbers

Take round model parameters, with $\zeta=0.5$ eV throughout.

For $\Delta=0.1$ eV, the $\Gamma_7$ level is at $0.5-0.04=0.460$ eV, and

$$E_\pm=\tfrac12\left[0.02-0.25\pm\sqrt{0.35^2+1.5}\right]\text{eV}=0.522\ \text{and}\ {-0.752}\ \text{eV}.$$

The $j=5/2$ level is split by 0.062 eV, against 0.060 eV from the first-order law. The excess comes from mixing of the two $\Gamma_8$ quartets. Carrying the root to second order raises $E_+$ by $12\Delta^2/(125\zeta)\approx0.002$ eV, while $\Gamma_7$ has no partner to mix with.

For $\Delta=2$ eV, the $\Gamma_7$ level is at $0.5-0.8=-0.300$ eV, and

$$E_\pm=\tfrac12\left[0.4-0.25\pm\sqrt{2.25^2+1.5}\right]\text{eV}=1.356\ \text{and}\ {-1.206}\ \text{eV}.$$

The $t_2$ splitting is 0.906 eV, against 0.750 eV from the first-order law. With $\zeta/\Delta=1/4$, the coupling to $e$ is no small correction: it pushes the lower $\Gamma_8$ down and leaves $\Gamma_7$ where it is.

### What carries over, and what does not

The reductions hold for any Hamiltonian with the full cubic rotation symmetry. The energy formulas belong to this one-electron model. If the $t_2$ and $e$ orbitals have different radial shapes, for instance through bonding to neighbours, one $\zeta$ no longer describes both the $t_2$ diagonal element and the coupling.

A tetragonal distortion also changes the counting. The double group of the eight rotations $D_4$ has 16 elements, and the single-valued representations use 8 of the sum of squared dimensions. The remaining 8 cannot hold a four-dimensional representation, which would need 16. So $\Gamma_8$ becomes reducible, and the distortion can split the quartet.

The numerical check checks the table using only the multiplication of the 48 matrices, the reductions using the traces of explicit spin-$j$ rotation matrices, the resulting degeneracies using random Hamiltonians of cubic symmetry, and the $d$ levels by diagonalizing all ten states.

## Table of computed values

```
group order: 48  number of classes: 8
classes equal to their own barred class: C2, C2'
class          E    Ebar      C3   C3bar      C2      C4   C4bar     C2'
size           1       1       8       8       6       6       6      12
angle/deg    0.0   360.0   120.0   240.0   180.0    90.0   270.0   180.0
character table (dimensionless):
G1         1.000   1.000   1.000   1.000   1.000   1.000   1.000   1.000
G2         1.000   1.000   1.000   1.000   1.000  -1.000  -1.000  -1.000
G3         2.000   2.000  -1.000  -1.000   2.000   0.000   0.000   0.000
G4         3.000   3.000   0.000   0.000  -1.000   1.000   1.000  -1.000
G5         3.000   3.000   0.000   0.000  -1.000  -1.000  -1.000   1.000
G6         2.000  -2.000   1.000  -1.000   0.000   1.414  -1.414   0.000
G7         2.000  -2.000   1.000  -1.000   0.000  -1.414   1.414   0.000
G8         4.000  -4.000  -1.000   1.000   0.000   0.000   0.000   0.000
sum of squared dimensions: 48
characters of spin j (dimensionless):
j=1/2      2.000  -2.000   1.000  -1.000   0.000   1.414  -1.414   0.000
j=3/2      4.000  -4.000  -1.000   1.000   0.000   0.000   0.000   0.000
j=5/2      6.000  -6.000   0.000   0.000   0.000  -1.414   1.414   0.000
j=7/2      8.000  -8.000   1.000  -1.000   0.000   0.000   0.000   0.000
j=9/2     10.000 -10.000  -1.000   1.000   0.000   1.414  -1.414   0.000
class terms size*chi_G*chi_j for j=5/2, and their sum/48:
G6        12.000  12.000   0.000   0.000   0.000 -12.000 -12.000   0.000
  multiplicity of G6: 0.000
G7        12.000  12.000   0.000   0.000   0.000  12.000  12.000   0.000
  multiplicity of G7: 1.000
G8        24.000  24.000   0.000   0.000   0.000   0.000   0.000   0.000
  multiplicity of G8: 1.000
reductions, and degeneracies of a random cubic Hamiltonian:
j=1/2: G6; degeneracies [2]
j=3/2: G8; degeneracies [4]
j=5/2: G7 + G8; degeneracies [2, 4]
j=7/2: G6 + G7 + G8; degeneracies [2, 2, 4]
j=9/2: G6 + 2 G8; degeneracies [2, 4, 4]
G7 in j=5/2: weight of m=5/2 0.1667, of m=-3/2 0.8333
t2 with spin: G7 + G8 ; e with spin: G8
spin-orbit constant zeta = 0.500 eV
weak field, Delta = 0.100 eV:
  G8 level: -0.75189 eV
  G7 level: 0.46000 eV
  G8 level: 0.52189 eV
  upper G8 minus G7: 0.06189 eV; law 3 Delta/5: 0.06000 eV
strong field, Delta = 2.000 eV:
  G8 level: -1.20587 eV
  G7 level: -0.30000 eV
  G8 level: 1.35587 eV
  G7 minus lower G8: 0.90587 eV; law 3 zeta/2: 0.75000 eV
computed slope (G8-G7)/Delta at small Delta: 0.6000
computed slope (G7-G8)/zeta at small zeta: 1.5000
```
